\section*{Electrons Needed to Screen a Head-to-Head Ferroelectric Domain Wall}

\section{The problem}

A flat wall separates two ferroelectric domains. In each domain the spontaneous polarization has magnitude $P=0.5\ \mathrm{C/m^2}$ (that is, $50\ \mathrm{\mu C/cm^2}$), lies along the wall normal, and points towards the wall. Such a wall is called head-to-head. Show that complete electronic screening of the wall requires about $6.2\times10^{14}$ electrons per square centimetre.

Three conventions fix the meaning of the question.
\begin{itemize}
\item The $x$ axis is the wall normal, with the wall at $x=0$, and $e>0$ is the elementary charge.
\item $P$ is the polarization in zero electric field. The additional polarization that a field induces is taken as linear and is contained in the permittivity $\varepsilon=\varepsilon_0\varepsilon_r$.
\item Complete electronic screening means that the macroscopic field is zero in both domains and that mobile electrons are the sole charge that compensates the wall. Ions and trapped charges take no part.
\end{itemize}
The wall is treated as wide compared with its thickness, so that all fields depend on $x$ alone.

\section{Hints}

\begin{enumerate}
\item Write down $P_x$, the component of the polarization along $x$, on each side. The two values have opposite signs.
\item Polarizing a material moves charge through it. How much charge accumulates in a thin slab if $P_x$ differs between its two faces?
\item Add up that charge across the whole wall. Does the detailed shape of the transition matter?
\item Apply Gauss's law to a box that encloses the wall, with the electrons inside, and demand zero field on both faces.
\item Convert with $1\ \mathrm{m^2}=10^4\ \mathrm{cm^2}$.
\end{enumerate}

\section{Full solution}

\subsection{Bound charge of the wall}

When a material becomes polarized, charge is displaced inside it. The net charge that crosses unit area of a plane normal to $x$, counted positive towards $+x$, is $P_x$ at that plane. Consider a slab between $x$ and $x+dx$. Charge $P_x(x)$ enters through its left face and charge $P_x(x+dx)$ leaves through its right face. The charge left behind per unit area is
\begin{equation}
P_x(x)-P_x(x+dx)=-\frac{dP_x}{dx}\,dx ,
\end{equation}
so the bound charge density is
\begin{equation}
\rho_b=-\frac{dP_x}{dx}. \label{eq:rhob}
\end{equation}

In the left domain the polarization points towards the wall, which is the $+x$ direction, so $P_x=+P$. In the right domain, towards the wall means the $-x$ direction, so $P_x=-P$. Integrating (\ref{eq:rhob}) from a point well inside the left domain to a point well inside the right domain gives the bound charge per unit wall area:
\begin{equation}
\sigma_b=-\int\frac{dP_x}{dx}\,dx
=P_x(\text{left})-P_x(\text{right})
=P-(-P)=2P. \label{eq:sigma}
\end{equation}
The integral depends on the end values alone. A sharp wall and a gradual one therefore carry the same total bound charge, although they distribute it differently. For example, the smooth profile $P_x=-P\tanh(x/w)$ has
\begin{equation}
\rho_b=\frac{P}{w}\,\mathrm{sech}^2\!\left(\frac{x}{w}\right),\qquad
\int_{-\infty}^{\infty}\rho_b\,dx
=P\Big[\tanh\frac{x}{w}\Big]_{-\infty}^{\infty}=2P ,
\end{equation}
whatever the half-width $w$.

With the given polarization,
\begin{equation}
\sigma_b=2\times0.5\ \mathrm{C/m^2}=1.0\ \mathrm{C/m^2}.
\end{equation}
The charge is positive, so it must be compensated by electrons. If both polarizations are reversed, the wall becomes tail-to-tail, $\sigma_b$ becomes $-2P$, and holes of the same areal density are needed.

\subsection{Gauss's law with electrons present}

Let $n$ be the number of electrons per unit wall area. The electric displacement is $D_x=\varepsilon E_x+P_x$, where $\varepsilon E_x$ contains the vacuum term and the linear response, and $P_x$ is the spontaneous part. The change of $D_x$ across the wall equals the free charge per unit area, $-en$:
\begin{equation}
\big(\varepsilon E_R-P\big)-\big(\varepsilon E_L+P\big)=-en ,
\end{equation}
where $E_L$ and $E_R$ are the fields in the left and right domains. Moving the polarization terms to the right-hand side,
\begin{equation}
\varepsilon\,(E_R-E_L)=2P-en. \label{eq:gauss}
\end{equation}
Complete screening means $E_L=E_R=0$. The left-hand side then vanishes, the permittivity drops out, and
\begin{equation}
en=2P\qquad\Longrightarrow\qquad n=\frac{2P}{e}. \label{eq:result}
\end{equation}

The numbers are
\begin{align}
n&=\frac{1.0\ \mathrm{C/m^2}}{1.602\times10^{-19}\ \mathrm{C}}
=6.24\times10^{18}\ \mathrm{m^{-2}}\nonumber\\
&=6.24\times10^{14}\ \mathrm{cm^{-2}},
\end{align}
which is the density to be shown. Using $P$ in place of $2P$ would give $3.12\times10^{14}\ \mathrm{cm^{-2}}$. That would account for the charge brought by one domain and leave out the other.

Equation (\ref{eq:gauss}) also shows what the electron count does not settle. If $en=2P$, then $E_R=E_L$, but this common field could still be non-zero if a voltage were applied across the sample. The count (\ref{eq:result}) is necessary for zero field. It is sufficient when no such uniform field is present, as in a symmetric sample between electrodes at equal potential.

\subsection{The same result from explicit dipoles}

The factor of two can be confirmed without using the formula for bound charge. Build each domain from cells of length $c$, and let each cell contain two thin sheets with charges $+q$ and $-q$ per unit area, a distance $d$ apart. The dipole moment per unit volume is $P=qd/c$. Let the surroundings be vacuum.

In the left domain the positive sheet of each cell lies to the right of the negative one. Between the sheets the field has magnitude $q/\varepsilon_0$ and points from the positive to the negative sheet, which is the $-x$ direction. Outside the pair, the fields of the two sheets cancel. The average over one cell is therefore
\begin{equation}
\bar E_L=-\frac{q}{\varepsilon_0}\,\frac{d}{c}=-\frac{P}{\varepsilon_0},
\end{equation}
and in the right domain, where the dipoles are reversed, $\bar E_R=+P/\varepsilon_0$.

Now take electrons of total charge $-s$ per unit area from two distant electrodes, half from each, and place them at the wall. In the left domain the wall sheet attracts a positive test charge to the right and contributes $+s/(2\varepsilon_0)$. The electrodes, each left with charge $+s/2$, lie on opposite sides of the domain, and their fields cancel. The average field becomes
\begin{equation}
\bar E_L=\frac{s}{2\varepsilon_0}-\frac{P}{\varepsilon_0},
\end{equation}
which vanishes when $s=2P$. By symmetry the right domain gives the same condition. A direct sum over the sheets, with 20 cells on each side and $d=c/5$, gives a nulling charge of $1.00000\ \mathrm{C/m^2}$ for $P=0.5\ \mathrm{C/m^2}$.

This picture also shows where the opposite charge resides. Each electrode keeps $+P$ per unit area, which balances the bound charge $-P$ at the outer end of the adjoining domain. A field of magnitude $P/\varepsilon_0$ remains in the vacuum gap between the electrode and the sample. The two charges cancel locally only when the electrode touches the domain.

\subsection{How large is this density?}

Take a lattice spacing of $0.5\ \mathrm{nm}$, a rough value for hafnia. One cell face has an area of $0.25\ \mathrm{nm^2}$, and
\begin{equation}
6.24\ \mathrm{nm^{-2}}\times0.25\ \mathrm{nm^2}=1.56
\end{equation}
electrons are needed per cell face. This is a large charge on an atomic scale.

The field without any screening explains why so much charge is called for. Setting $n=0$ in (\ref{eq:gauss}), with $E_R=-E_L=E_r$ by symmetry, gives $2\varepsilon E_r=2P$. For $\varepsilon_r=25$, a rough value for hafnia,
\begin{equation}
E_r=\frac{P}{\varepsilon}
=\frac{0.5\ \mathrm{C/m^2}}{25\times8.854\times10^{-12}\ \mathrm{F/m}}
=22.6\ \mathrm{MV/cm}. \label{eq:bare}
\end{equation}
This field points away from the wall on both sides, against the polarization. It is more than five times a breakdown field of $4\ \mathrm{MV/cm}$, a rough value for such films. The linear dielectric law cannot be trusted at such a field, so (\ref{eq:bare}) indicates the scale of the problem and does not describe a state of the material. The complete-screening result is free of this difficulty, because Gauss's law uses only the fields in the two domains, and these are zero. Inside the wall a local field can remain wherever the electrons and the bound charge are distributed differently, but it does not alter the total count.

Temperature enters (\ref{eq:result}) through $P$. If $P$ falls by $50\ \mathrm{\mu C/(m^2\,K)}$, a rough size taken as constant, then heating by $60\ \mathrm{K}$ from $25$ to $85\,^\circ\mathrm{C}$ lowers $P$, and with it $n$, by $0.6\,\%$.

\section{Variation 1: a tilted wall}

\textbf{Question.} The wall is still flat, but its normal makes an angle $\theta$ with the polarization axis. How many electrons per unit wall area are needed now?

\textbf{Solution.} Let $\hat{\mathbf n}$ be the wall normal, pointing from left to right, and $\hat{\mathbf p}$ the polarization direction in the left domain, so that $\hat{\mathbf n}\cdot\hat{\mathbf p}=\cos\theta$. The polarizations are $+P\hat{\mathbf p}$ on the left and $-P\hat{\mathbf p}$ on the right. The slab argument applies to the component along the normal, so
\begin{equation}
\sigma_b=\hat{\mathbf n}\cdot\big[P\hat{\mathbf p}-(-P\hat{\mathbf p})\big]
=2P\cos\theta,\qquad
n=\frac{2P\cos\theta}{e}.
\end{equation}
At $\theta=0$ the earlier result returns. At $\theta=90^\circ$ the polarization is parallel to the wall, the bound charge is zero, and no electrons are needed. A tilt of $10^\circ$ gives $6.15\times10^{14}\ \mathrm{cm^{-2}}$, a reduction of $1.5\,\%$ from the untilted value.

The reduction applies per unit area of the wall itself. A tilted wall that spans a fixed cross-section $A$, measured perpendicular to $\hat{\mathbf p}$, has the larger area $A/\cos\theta$. Its total bound charge is
\begin{equation}
2P\cos\theta\times\frac{A}{\cos\theta}=2PA .
\end{equation}
Tilting a wall across a given column of material thus dilutes the charge without changing its total.

\section{Variation 2: incomplete screening in a thin film}

\textbf{Question.} A residual field of magnitude $E_r$ remains in both domains and points away from the wall. How many electrons are present? What happens if they come from the electrodes of a $10\ \mathrm{nm}$ film with the wall at its centre?

\textbf{Solution.} Now $E_R=+E_r$ and $E_L=-E_r$. Equation (\ref{eq:gauss}) becomes $2\varepsilon E_r=2P-en$, hence
\begin{equation}
n=\frac{2(P-\varepsilon E_r)}{e},\qquad
\frac{n}{2P/e}=1-\frac{\varepsilon E_r}{P}. \label{eq:partial}
\end{equation}
The residual field opposes the polarization and tends to reverse it. The coercive field, at which a film switches, is therefore a natural scale for what a domain can bear. For a rough coercive field of $1\ \mathrm{MV/cm}=10^8\ \mathrm{V/m}$,
\begin{equation}
\varepsilon E_r=25\times8.854\times10^{-12}\times10^{8}\ \mathrm{C/m^2}
=0.022\ \mathrm{C/m^2},
\end{equation}
and (\ref{eq:partial}) gives $5.97\times10^{14}\ \mathrm{cm^{-2}}$, or $95.6\,\%$ of full screening. At the breakdown field of $4\ \mathrm{MV/cm}$ the share is $82.3\,\%$. Within this linear model, keeping the field below the coercive value requires nearly complete screening.

\subsection*{Electrons supplied by electrodes}

Let the electrodes be at equal potential and lie at $x=\pm L$, with $L=5\ \mathrm{nm}$. Let $U(x)$ be the energy of the conduction-band edge measured from the common Fermi level. At the electrodes $U=\Phi$, with a barrier $\Phi=2\ \mathrm{eV}$ chosen as a rough value. An electron has potential energy $-e$ times the electrostatic potential, so Poisson's equation reads
\begin{equation}
\frac{d^2U}{dx^2}=\frac{e}{\varepsilon}\big[\rho_b(x)-eN(x)\big], \label{eq:poisson}
\end{equation}
where $N$ is the number of electrons per unit volume. In the Thomas--Fermi approximation at zero temperature, states are filled up to the Fermi level wherever $U<0$. The largest wavenumber $k_F$ obeys $\hbar^2k_F^2/(2m)=-U$, and with two spin states
\begin{equation}
N=\frac{k_F^3}{3\pi^2}=\frac{(-2mU)^{3/2}}{3\pi^2\hbar^3}\quad(U<0),
\qquad N=0\quad(U\ge0).
\end{equation}
The number of electrons is not prescribed. It follows from the solution.

A lower bound on the field can be found by hand. Electrons gather at the wall where $U<0$, while $U=\Phi>0$ at the electrode. Let $U$ cross zero at $x=x_t$ on the right. Beyond that point $N=0$ and $\rho_b\ge0$, so (\ref{eq:poisson}) says that the slope of $U$ does not decrease. The slope at the electrode is then at least the average slope:
\begin{equation}
eE_r\ \ge\ \frac{\Phi}{L-x_t}\ >\ \frac{\Phi}{L}. \label{eq:bound}
\end{equation}
The physical reason is that the band edge must climb from below the Fermi level at the wall to $\Phi$ at the electrode, and this climb requires a field. For $L=5\ \mathrm{nm}$ the field must exceed $2\ \mathrm{V}/5\ \mathrm{nm}=4\ \mathrm{MV/cm}$.

Solving (\ref{eq:poisson}) numerically with the $\tanh$ profile, $w=0.5\ \mathrm{nm}$ and the free-electron mass gives $4.65\times10^{14}\ \mathrm{cm^{-2}}$. This is $25.5\,\%$ short of complete screening, and the residual field at the electrodes is $5.7\ \mathrm{MV/cm}$. Halving the mass, with everything else fixed, lowers the count to $4.42\times10^{14}\ \mathrm{cm^{-2}}$. The mass matters here, though it is absent from the complete-screening formula, because it affects how deeply the band must fill and how far the electrons spread.

At the wall centre the band is filled to a depth of $0.82\ \mathrm{eV}$, against $k_BT=0.031\ \mathrm{eV}$ at $85\,^\circ\mathrm{C}$. The electrons there are strongly degenerate, which supports the zero-temperature treatment. With Fermi--Dirac statistics at $85\,^\circ\mathrm{C}$ the count moves only from $4.653$ to $4.656\times10^{14}\ \mathrm{cm^{-2}}$, and the shortfall from $25.5$ to $25.4\,\%$. A layer $1.8\ \mathrm{nm}$ wide holds $90\,\%$ of them.

Longer domains allow a weaker field. With the same barrier, mass and wall profile, the shortfall drops to $5.2\,\%$ for $L=20\ \mathrm{nm}$ and to $1.2\,\%$ for $L=80\ \mathrm{nm}$. By (\ref{eq:partial}) and (\ref{eq:bound}) the shortfall must exceed $\varepsilon\Phi/(ePL)$, which is $1.1\,\%$ at $L=80\ \mathrm{nm}$. The computed value lies just above this bound, and the count approaches $2P/e$ as the domains grow.

\subsection*{Comparison with real hafnia films}

The chosen $P$ is close to what is calculated for an ideal hafnia crystal. Polycrystalline films show a smaller remanent polarization, roughly $20\ \mathrm{\mu C/cm^2}$, but that figure averages over grain orientations and non-ferroelectric regions, whereas a wall inside one grain responds to the local $P$. The permittivity, coercive field and film thickness are in the usual range for memory capacitors.

One assumption open to doubt is that electrons alone do the screening. If trapped electrons or other fixed negative charges at the wall supply a fraction $f$ of the compensation, Gauss's law leaves $(1-f)\,2P/e$ for the mobile electrons; with $f=0.5$ this is $3.1\times10^{14}\ \mathrm{cm^{-2}}$. The electrode model also holds $P$ fixed, assumes a single conduction valley, and ignores quantum spreading of the electrons, departures from a parabolic band, and exchange and correlation. Treating the electrons as quantized subbands at $300\ \mathrm{K}$ changes the shortfall only from $25.5$ to $25.3\,\%$, while three equivalent valleys of the same mass would lower it to $23.3\,\%$. Its residual field of $5.7\ \mathrm{MV/cm}$ exceeds both the coercive and the breakdown values adopted here. The calculation therefore estimates how far electrode-supplied electrons fall short in a $10\ \mathrm{nm}$ film for the barrier, permittivity, mass and wall width chosen here. Half-widths of $0.25$ and $1.0\ \mathrm{nm}$ give shortfalls of $24.5\,\%$ and $28.8\,\%$. By (\ref{eq:partial}) the shortfall is $\varepsilon E_r/P$, so it depends on the permittivity, which is known only roughly. In this model $E_r$ hardly changes with $\varepsilon_r$, and the shortfall is $15\,\%$ for $\varepsilon_r=15$ and $35\,\%$ for $\varepsilon_r=35$. The calculation does not predict that such a wall would be stable.

\section*{Table of computed values}
\begin{verbatim}
INPUTS (material values are rough)
Polarization P: 0.50 C/m2 = 50 uC/cm2
Elementary charge: 1.602177e-19 C
Relative permittivity: 25
Coercive field: 1.0 MV/cm
Breakdown field: 4.0 MV/cm
Electrode barrier: 2.0 eV
Lattice spacing: 0.5 nm
Wall half-width: 0.5 nm
IDEAL WALL
Bound charge 2P: 1.00 C/m2 = 100 uC/cm2
Bound charge from profile: 1.00000 C/m2
Nulling charge from dipole sheets: 1.00000 C/m2
Electrons needed: 6.2415e+18 m^-2 = 6.2415e+14 cm^-2
Wrong count from P alone: 3.121e+14 cm^-2
Electrons per cell face: 1.56
Field of unscreened wall: 22.6 MV/cm
NEGLECTED EFFECTS
Count at coercive residual field: 5.965e+14 cm^-2
  share of full screening: 95.6 %
Count at breakdown residual field: 5.136e+14 cm^-2
  share of full screening: 82.3 %
Count at 10 degree tilt: 6.147e+14 cm^-2
  reduction by tilt: 1.5 %
Pyroelectric coefficient size: 50 uC/(m2 K)
Reduction on heating by 60 K: 0.6 %
ELECTRODE MODEL, 10 nm film, wall at centre, free-electron mass
Electron count: 4.653e+14 cm^-2
Shortfall from full screening: 25.5 %
Residual field: 5.7 MV/cm
Band filling at wall centre: 0.82 eV
kT at 85 C: 0.031 eV
Width holding 90 % of electrons: 1.8 nm
Electron count with half the mass: 4.418e+14 cm^-2
Shortfall, domains 20 nm long: 5.17 %
Shortfall, domains 80 nm long: 1.17 %
\end{verbatim}
